# Why the Davidson correction does not make CISD size consistent

**Q:** I add the Davidson correction to every CISD energy I compute. CISD is not size consistent and the correction repairs that, so the corrected energy should be the better one for any system, small fragments included.

**A:** Take the smallest fragment that has any correlation, one with two electrons. Write $E_c=E_{\rm CISD}-E_{\rm HF}$ for the CISD correlation energy and $c_0$ for the coefficient of the Hartree-Fock determinant in the normalized CISD vector. The correction is

$$E_Q=(1-c_0^2)\,E_c .$$

What should it be for two electrons?

**Q:** Small, I suppose, since there is not much to correct.

**A:** It should be zero. Two electrons can be excited at most twice, so single and double excitations from the reference already give every determinant in the orbital basis. CISD is then full CI, which is what I shall mean by "exact": exact within the chosen basis.

The formula does not give zero. Suppose there is some correlation energy, $E_c<0$. If $c_0^2$ were 1, the CISD vector would be the Hartree-Fock determinant itself, its energy would be $E_{\rm HF}$, and $E_c$ would vanish, against the supposition. So $1-c_0^2>0$, and

$$E_Q=(\text{positive})\times(\text{negative})<0 .$$

The corrected energy lies below the exact one. This does not contradict the variational principle, because CISD+Q is not the expectation value of the Hamiltonian in any state we have constructed.

**Q:** How large is the effect?

**A:** A model with two sites and two electrons can be solved by hand. Electrons hop between the sites with amplitude $-t$, and two electrons on the same site repel with energy $U$. The orbitals are $g=(1,1)/\sqrt2$ and $u=(1,-1)/\sqrt2$, with energies $-t$ and $+t$. The reference puts both electrons in $g$.

Each orbital has density $1/2$ on each site, so two electrons of opposite spin in the same orbital repel by $U(\tfrac14+\tfrac14)=U/2$. The reference $gg$ has energy $-2t+U/2$, and the double excitation $uu$ has $+2t+U/2$. Their coupling is

$$U\sum_{i=1}^{2} g_i^2u_i^2=U\left(\tfrac14+\tfrac14\right)=\frac U2 .$$

The single excitations change sign when the sites are exchanged and the reference does not, so they do not mix with it. With $\Delta=2t$, $K=U/2$, and energies measured from the reference, what remains is

$$\begin{pmatrix}0&K\\K&2\Delta\end{pmatrix},\qquad E(E-2\Delta)=K^2 .$$

The lower root is $E_c=\Delta-R$ with $R=\sqrt{\Delta^2+K^2}$. The first row of the eigenvalue equation, $Kc_D=E_cc_0$, gives the coefficient $c_D$ of the double. Since $K^2=R^2-\Delta^2=(R-\Delta)(R+\Delta)$,

$$\frac{c_D^2}{c_0^2}=\frac{(R-\Delta)^2}{K^2}=\frac{R-\Delta}{R+\Delta}.$$

Normalization, $c_0^2+c_D^2=1$, then gives

$$c_0^2=\frac{R+\Delta}{2R},\qquad 1-c_0^2=\frac{R-\Delta}{2R}.$$

Take $t=3$ eV and $U=5$ eV. Then $\Delta=6$ eV, $K=2.5$ eV, $R=6.5$ eV and $E_c=-0.5$ eV. The weight outside the reference is $0.5/13=0.0385$, so

$$E_Q=0.0385\times(-0.5\ \text{eV})=-0.0192\ \text{eV},$$

or $-0.000707$ hartree. The exact total energy is $-4.000$ eV and CISD+Q gives $-4.019$ eV. For these parameters, a numerical scan over separate real orbitals for the two spins finds no determinant below the restricted reference, so the discrepancy does not come from a reference that has become unstable in that way.

**Q:** Your model has no contribution from single excitations. Perhaps that is what makes it special.

**A:** The general argument did not use their absence. As a check, put two electrons on a chain of four sites with site energies 0, 1, $-1$ and 2 eV and the same $t$ and $U$. With one electron of each spin there are $1+6+9=16$ determinants: the reference, the singles and the doubles. Leaving out the singles raises the energy from $-8.1616$ to $-8.1594$ eV, so they do contribute. Full CISD agrees with a separate diagonalization in the site basis, and $E_Q$ is still $-0.0112$ eV.

**Q:** Very well, two electrons are an exception. The correction was meant for larger systems, where quadruple excitations are missing.

**A:** Then let us see what it does there. Take $N$ copies of the two-site system with no hopping or repulsion between copies. A size-consistent method must give this collection the sum of the separate energies.

The Hamiltonian is a sum of terms that each act on one copy. Each term conserves the number of electrons of each spin on its copy and the symmetry under exchange of its two sites. Starting from the reference, a copy can therefore be only in $gg$ or $uu$. CISD allows at most one copy in $uu$, which leaves the reference and $N$ local doubles $|D_A\rangle$. Each double lies at $2\Delta$ and couples to the reference by $K$. Two different doubles do not couple, since that would require changing two copies at once.

The reference sees only the symmetric combination $|S\rangle=N^{-1/2}\sum_A|D_A\rangle$, with coupling $N^{-1/2}\times NK=\sqrt N\,K$. The two-by-two problem returns with $K$ replaced by $\sqrt N K$:

$$E_c(N)=\Delta-R_N,\qquad R_N=\sqrt{\Delta^2+NK^2}.$$

The exact correlation energy is $N(\Delta-R_1)$. For two copies this is $-1.000$ eV, while CISD gives $-0.964$ eV. The one missing state that can mix in is the quadruple excitation with both copies in $uu$, and full CI recovers $-1.000$ eV.

**Q:** And the Davidson correction estimates that missing quadruple?

**A:** It does, with a miscount. Expand for weak coupling, using $\sqrt{1+x}=1+x/2-x^2/8+\dots$ with $x=NK^2/\Delta^2$:

$$E_c(N)=-\frac{NK^2}{2\Delta}+\frac{N^2K^4}{8\Delta^3}+\dots$$

The exact energy is $N$ times the result for one copy:

$$N E_c(1)=-\frac{NK^2}{2\Delta}+\frac{NK^4}{8\Delta^3}+\dots$$

What must be added to CISD is the second minus the first:

$$N E_c(1)-E_c(N)=-\frac{N(N-1)K^4}{8\Delta^3}+\dots$$

This is the quadruples' contribution. At fourth order in $K$ they enter by exciting copy $A$, then a different copy $B$, and then de-exciting the two in either order. There are $2N(N-1)$ such paths. The energy denominators are $-2\Delta$, $-4\Delta$ and $-2\Delta$, with product $-16\Delta^3$, and $2N(N-1)K^4/(-16\Delta^3)$ is the expression above.

Now the correction. From the formulas for $c_0^2$ and $E_c$,

$$E_Q(N)=\frac{R_N-\Delta}{2R_N}(\Delta-R_N)=-\frac{(R_N-\Delta)^2}{2R_N}.$$

To leading order $R_N-\Delta=NK^2/(2\Delta)$ and $2R_N=2\Delta$, so

$$E_Q(N)=-\frac{N^2K^4}{8\Delta^3}+\dots$$

The formula has $N^2$ where the physics has $N(N-1)$. The extra $N$ terms pair each copy with itself, as if a copy already in $uu$ could be excited again. The right fraction of $E_Q$ at this order is $1-1/N$: zero for one pair, one half for two, and close to one for many. Explicit CISD calculations at $U=0.6$ eV give fractions of 0.501 for $N=2$ and 0.668 for $N=3$.

**Q:** So for many weakly correlated pairs the correction is nearly right. Does it at least restore additivity?

**A:** Only up to a certain order in this model. Add the two pieces and call the sum $D(N)$. Expanding the square gives $(R_N-\Delta)^2/(2R_N)=R_N/2-\Delta+\Delta^2/(2R_N)$, so

$$D(N)=E_c(N)+E_Q(N)=2\Delta-\frac32R_N-\frac{\Delta^2}{2R_N}.$$

We need two series to third order in $x$:

$$\sqrt{1+x}=1+\frac x2-\frac{x^2}8+\frac{x^3}{16}-\dots$$

$$\frac1{\sqrt{1+x}}=1-\frac x2+\frac{3x^2}8-\frac{5x^3}{16}+\dots$$

In $D/\Delta$ the constants cancel, $2-\frac32-\frac12=0$. The coefficient of $x$ is $-\frac34+\frac14=-\frac12$, that of $x^2$ is $\frac3{16}-\frac3{16}=0$, and that of $x^3$ is $-\frac3{32}+\frac5{32}=\frac1{16}$. Hence

$$D(N)=-\frac{NK^2}{2\Delta}+\frac{N^3K^6}{16\Delta^5}+\dots$$

There is no fourth-order term at all. The result is additive through that order, but to the wrong value: each pair should have $+K^4/(8\Delta^3)$ and has lost it. Additivity itself fails at sixth order,

$$D(N)-N D(1)=\frac{(N^3-N)K^6}{16\Delta^5}+\dots$$

For $N=2$ at $U=0.6$ eV, this law gives $3.52\times10^{-8}$ eV and the explicit calculation $3.49\times10^{-8}$ eV.

**Q:** Those are tiny numbers. What happens at the original $U=5$ eV?

**A:** Here are the errors relative to the exact energy, and the additivity defect $D(N)-N D(1)$, all in eV:

| $N$ | CISD error | CISD+Q error | CISD+Q defect |
|---|---|---|---|
| 1 | 0.000 | −0.019 | 0.000 |
| 2 | 0.036 | −0.031 | 0.008 |
| 3 | 0.101 | −0.032 | 0.026 |
| 4 | 0.190 | −0.020 | 0.057 |
| 5 | 0.299 | 0.004 | 0.100 |

CISD is exact for one pair, so its error is also its own additivity defect. For the two to five pairs in the table, the correction reduces the defect to between about a fifth and a third of its CISD value, and the remaining fraction grows with $N$.

**Q:** At five pairs the corrected error is only 0.004 eV. That looks like success.

**A:** It is a cancellation. Since $E_c(1)$ is exact and $D(1)=E_c(1)+E_Q(1)$, the error can be split as

$$D(N)-N E_c(1)=N E_Q(1)+\left[D(N)-N D(1)\right].$$

For five pairs this is $5\times(-0.0192)+0.1003=0.004$ eV. The spurious lowering of each pair happens to offset the failure of additivity, which is larger here than in any other row.

With more pairs the second part wins. When $NK^2\gg\Delta^2$, $R_N\approx\sqrt N K$ and

$$D(N)\approx-\frac32K\sqrt N,$$

whereas the exact energy is proportional to $N$. The corrected correlation energy per pair tends to zero. For 100 pairs CISD+Q recovers 55% of the exact correlation energy, and for 1000 pairs 21%. The reason is visible in $c_0^2=(1+\Delta/R_N)/2$, which never falls below one half in this model. The correction can therefore add at most half of $E_c$, and $E_c$ itself grows only as $\sqrt N$.

**Q:** So between the two extremes, from four electrons up to some moderate number, the correction is at least an improvement?

**A:** Not necessarily, even for four electrons. Take two pairs with the same $K$ but different $\Delta_A$. The CISD matrix again has the reference coupled to one double per pair. Eliminating the doubles gives

$$E_c=-\sum_A\frac{K^2}{2\Delta_A-E_c}.$$

Define $\varepsilon_A=K^2/(2\Delta_A)$ and $p_A=K^2/(4\Delta_A^2)$. Here $\varepsilon_A$ is the size of the second-order energy of pair $A$, and $p_A$ is the leading weight of its double. Expanding the denominator to first order in $E_c$, and putting $E_c\approx-\sum_A\varepsilon_A$ in the small term,

$$E_c\approx-\sum_A\varepsilon_A+\Big(\sum_A\varepsilon_A\Big)\Big(\sum_B p_B\Big).$$

Each pair alone has $-\varepsilon_A+\varepsilon_Ap_A$. For pairs 1 and 2, the CISD error is therefore the cross terms, $\varepsilon_1p_2+\varepsilon_2p_1$. The Davidson correction, $-(\sum_A\varepsilon_A)(\sum_B p_B)$ at this order, removes them and also subtracts $\varepsilon_1p_1+\varepsilon_2p_2$, which becomes the new error with a minus sign. Compare the two sizes:

$$(\varepsilon_1p_1+\varepsilon_2p_2)-(\varepsilon_1p_2+\varepsilon_2p_1)=(\varepsilon_1-\varepsilon_2)(p_1-p_2)\ge0 .$$

The product is not negative because the pair with the smaller $\Delta_A$ has both the larger $\varepsilon_A$ and the larger $p_A$. At this order the correction does no better than break even for two equal pairs, and it makes two pairs with the same $K$ and different $\Delta_A$ worse. Higher orders can reverse this when the pairs are similar enough, and the range widens as the coupling grows: at $U=5$ eV the correction still helps slightly for hoppings of 3 and 4 eV. With different $K_A$ the product can take either sign.

With hoppings of 3 and 6 eV and $U=5$ eV, the exact correlation energy is $-0.758$ eV. CISD gives $-0.743$ eV, an error of $+0.015$ eV. CISD+Q gives $-0.778$ eV, an error of $-0.020$ eV.

**Q:** There is a renormalized version, $E_Q/c_0^2$. Does that cure the two-electron case?

**A:** No. Dividing a nonzero number by $c_0^2$, which lies between zero and one, makes it larger in magnitude. For the single pair it gives $-0.0200$ eV instead of $-0.0192$ eV. A cure built only from $E_c$ and $c_0^2$ cannot work: one pair with coupling $\sqrt N K$ and $N$ pairs with coupling $K$ have the same $E_c$ and $c_0^2$, yet only the second needs a correction. Some further information is required, such as the number of electrons or the separate weights of the pairs.

The identical pairs show how. Let $n=2N$ be the number of electrons and write $c_0=\cos\theta$. Then $\cos2\theta=2c_0^2-1=\Delta/R_N$, so

$$\sec2\theta=\frac{R_N}\Delta,\qquad \tan^22\theta=\frac{R_N^2}{\Delta^2}-1=\frac{NK^2}{\Delta^2}.$$

The factor that turns the CISD correlation energy into the exact one is

$$F=\frac{N(\Delta-R_1)}{\Delta-R_N}=\frac{N R_1/\Delta-N}{\sec2\theta-1}.$$

Here $R_1/\Delta=\sqrt{1+K^2/\Delta^2}=\sqrt{1+\tan^22\theta/N}$. Putting $N=n/2$ gives $N R_1/\Delta=\frac12\sqrt{n^2+2n\tan^22\theta}$, and therefore

$$F=\frac{\sqrt{n^2+2n\tan^22\theta}-n}{2(\sec2\theta-1)} .$$

Adding $(F-1)E_c$ to the CISD energy is the Pople correction. For $n=2$ the root is $2\sqrt{1+\tan^22\theta}=2\sec2\theta$, so $F=1$ and the correction vanishes. That holds for any two-electron system with $\frac12<c_0^2<1$, where $\sec2\theta$ is positive and the denominator is not zero.

**Q:** Then the Pople correction is the size-consistent one?

**A:** For identical pairs of this model, yes, by construction. In general, no. For the two unlike pairs it gives $-0.761$ eV. Each pair alone receives no correction and is exact, so the fragments sum to $-0.758$ eV, and a defect of about $-0.003$ eV remains. One value of $c_0$ and a count of electrons cannot record how the correlation is shared between the pairs.

**Q:** Suppose I want the binding energy of two two-electron fragments. Should I correct everything or nothing?

**A:** Look at two identical pairs at infinite separation, where the binding energy must be zero. If the combined system is corrected and the fragments are left at their exact CISD values, the combined system lies 0.031 eV too low, a false attraction. If everything is corrected, it lies 0.008 eV too high, but each fragment is then wrong by $-0.019$ eV. If nothing is corrected, it lies 0.036 eV too high. For these parameters, of the three ways of using the Davidson correction, correcting everything gives the smallest mismatch, by giving up fragment energies that were exact. The Pople correction gives no mismatch for identical pairs of this model, but only by construction.

For a two-electron energy wanted for its own sake, leave CISD alone. For more electrons, $E_Q$ is an estimate of the missing quadruples. The model supports it when there are many similar pairs and $1-c_0^2$ is still small. These two conditions pull against each other, since $1-c_0^2$ grows with the number of pairs. Real fragments have more orbitals and less symmetry, so the sizes of these errors do not carry over to them, but the two-electron argument does. The CISD energies quoted here are checked numerically by diagonalization, for 100 and 1000 pairs in the space of the reference and the local doubles. Exact energies of separated pairs are sums of single-pair values, confirmed by full CI for two and three identical pairs.

## Table of computed values

```
Hopping t = 3.0 eV, repulsion U = 5.0 eV
Delta = 6.00 eV, K = 2.50 eV, R_1 = 6.5000 eV
One pair: E_HF = -3.5000 eV, lowest in scan = -3.5000 eV
One pair: exact total energy = -4.0000 eV
One pair: CISD+Q total energy = -4.01923 eV
One pair: E_Q = -0.01923 eV = -0.000707 hartree
One pair: renormalized E_Q/c0^2 = -0.02000 eV
Correlation energies in eV; c0^2 has no unit
N   CISD      c0^2     E_Q       CISD+Q    exact     CISD+Pople
1  -0.50000  0.96154  -0.01923  -0.51923  -0.50000  -0.50000
2  -0.96419  0.93077  -0.06675  -1.03094  -1.00000  -1.00000
3  -1.39932  0.90544  -0.13232  -1.53164  -1.50000  -1.50000
4  -1.81025  0.88411  -0.20979  -2.02004  -2.00000  -2.00000
5  -2.20061  0.86583  -0.29526  -2.49587  -2.50000  -2.50000
Error = value - exact; defect = value(N) - N value(1); all in eV
N   CISD error  CISD+Q error  CISD+Q defect
1     0.00000    -0.01923       0.00000
2     0.03581    -0.03094       0.00752
3     0.10068    -0.03164       0.02605
4     0.18975    -0.02004       0.05688
5     0.29939     0.00413       0.10028
Full CI, N = 2: correlation energy = -1.00000 eV
Full CI, N = 3: correlation energy = -1.50000 eV
Weak coupling: U = 0.6 eV
One pair, weak: E_Q = -4.6758e-06 eV, -K^4/(8 Delta^3) = -4.6875e-06 eV
N = 2, weak: missing energy / E_Q = 0.5006 (no unit)
N = 2, weak: defect = 3.490e-08 eV, law = 3.516e-08 eV
N = 3, weak: missing energy / E_Q = 0.6683 (no unit)
N = 3, weak: defect = 1.392e-07 eV, law = 1.406e-07 eV
N = 100: CISD = -19.710 eV, CISD+Q = -27.265 eV, exact = -50.0 eV
N = 100: c0^2 = 0.6167, recovered fraction = 0.5453 (no unit)
N = 1000: CISD = -73.284 eV, CISD+Q = -107.153 eV, exact = -500.0 eV
N = 1000: c0^2 = 0.5378, recovered fraction = 0.2143 (no unit)
Chain site energies (eV): 0.0 1.0 -1.0 2.0
Chain: E_HF = -7.81581 eV, CISD = -8.16163 eV, exact = -8.16163 eV
Chain: CI without singles = -8.15936 eV
Chain: c0^2 = 0.96774 (no unit), determinants = 16
Chain: E_Q = -0.011157 eV, Pople magnitude = 0.000000 eV
Unlike pairs: hoppings 3.0 and 6.0 eV, c0^2 = 0.95356
Unlike pairs: CISD = -0.74306 eV, exact = -0.75765 eV
Unlike pairs: CISD+Q = -0.77756 eV, CISD+Pople = -0.76114 eV
```
